# Why Carbocation Stabilization Makes Tertiary Esters Deprotect Faster

## The form of the rate ratio

Let a secondary and a tertiary ester in the same resist film lose their alkyl groups with first-order rate constants \(k_s\) and \(k_t\). Their ratio is dimensionless. Suppose the esters differ in one relevant quantity, the molar free-energy barrier \(B\). Transition-state theory gives each rate constant as

\[
k=\kappa\,\frac{k_BT}{h}\,e^{-B/RT},
\]

where \(\kappa\) is the transmission coefficient. At the same temperature and with equal \(\kappa\), the prefactors cancel when one rate constant is divided by the other. The exponentials combine to \(e^{(B_s-B_t)/RT}\), so only the difference \(\delta=B_s-B_t\) remains:

\[
\frac{k_t}{k_s}=e^{\delta/RT}.
\]

Energies are in kJ/mol, the natural unit for barriers compared with \(RT\). At 383 K (about 110 °C), \(RT=3.184\) kJ/mol. For \(\delta=5\) kJ/mol the exponent is \(5/3.184=1.570\), and the ratio is 4.81.

Here 5 kJ/mol is a chosen difference of barriers, not a difference of cation energies and not a prediction for every pair of esters. What remains is to find how cation stability enters \(\delta\), and what else could alter the ratio.

## Contribution of the reaction sequence

The route considered is acid-catalysed alkyl–oxygen cleavage. The ester \(E\) is protonated to \(P\), which splits into a carboxylic acid and a carbocation \(I\). The ion either returns to \(P\) or loses a proton, giving an alkene and restoring the acid catalyst. The acid activity is held fixed and absorbed in the protonation rate \(a\); deprotonation has rate \(d\). Return is treated as first order because the ion is still beside its leaving group. Then

\[
\dot P=aE-(d+k_1)P+k_rI,\qquad
\dot I=k_1P-(k_r+k_e)I .
\]

Both intermediates are scarce and short-lived, so their time derivatives are set to zero. The second equation gives \(I=k_1P/(k_r+k_e)\). Define the committed fraction \(\phi=k_e/(k_r+k_e)\). Substituting \(I\) in the first equation gives

\[
aE=\left[d+k_1-\frac{k_rk_1}{k_r+k_e}\right]P=(d+k_1\phi)P .
\]

Product forms at the rate \(k_eI=k_1\phi P\), hence

\[
k=\frac{a\,k_1\phi}{d+k_1\phi}\simeq K_hk_1\phi,
\qquad K_h=\frac ad ,
\]

where the last form requires \(k_1\phi\ll d\), and \(K_h\ll1\) makes \(E\) nearly the whole ester population. If elimination outruns return, \(\phi\simeq1\) and \(k\simeq K_hk_1\). The effective barrier then contains the free energies of both protonation and cleavage. "Comparable" esters are taken to have equal \(K_h\), so that \(\delta\) comes from \(k_1\).

The commitment condition matters. Lower the transition state alone, leaving \(P\), \(I\) and \(k_e\) unchanged. Both \(k_1\) and \(k_r\) are then multiplied by \(\rho=e^{\delta/RT}\), and for \(\rho k_1\ll d\)

\[
\frac{k_t}{k_s}=\rho\,\frac{k_r+k_e}{\rho k_r+k_e}.
\]

For \(k_e\gg\rho k_r\) this tends to \(\rho\), since the return rate of the tertiary ion is \(\rho k_r\); for \(k_r\gg k_e\) it tends to one. With \(a=10\), \(d=10^5\) and \(k_1=100\) s⁻¹, the slowest decay rate of the full linear scheme gives a ratio of 4.77 when \(k_r=10^4\) and \(k_e=10^7\) s⁻¹, but 1.01 when \(k_r=10^7\) and \(k_e=10^5\) s⁻¹. In the first case the formula gives 4.79; the remaining 0.4% comes from the finite deprotonation rate \(d\). These rate constants are illustrative and are not derived from the barriers of the two-state model below.

In the second regime cation stability can still matter, by a different path. There \(k\simeq K_h(k_1/k_r)k_e\), and detailed balance makes \(k_1/k_r\) the equilibrium constant for forming the ion. A more stable ion raises that constant, but it may also change \(k_e\), so the barrier to cleavage no longer determines the result. Stabilizing the ion is not the same as lowering the transition state alone: it slows return. In the two-state model below, lowering the ionic state by 8.95 kJ/mol multiplies \(k_1\) by 4.8 but \(k_r\) by 0.29, and with \(k_e\) unchanged the ratio in this regime would be about 16, not 1.

## Cation against reactant

A heterolysis becomes easier if its cation is stabilized or its reactant destabilized. To separate these effects, use the hydrocarbons R–H as a common reference and define

\[
C=[E(\mathrm{tBu^+})-E(\mathrm{tBuH})]-[E(\mathrm{iPr^+})-E(\mathrm{iPrH})],
\]
\[
G=[E(\mathrm{tBuOH})-E(\mathrm{tBuH})]-[E(\mathrm{iPrOH})-E(\mathrm{iPrH})].
\]

The alcohols stand in for the intact C–O bond of the ester. Subtraction cancels the hydrocarbons:

\[
C-G=[E(\mathrm{tBu^+})-E(\mathrm{tBuOH})]-[E(\mathrm{iPr^+})-E(\mathrm{iPrOH})].
\]

This is the change in heterolysis energy from secondary to tertiary, because the energy of the common leaving group also cancels. The division into \(C\) and \(G\) depends on the chosen reference; their difference does not.

MP2/6-31G* electronic energies give \(C\approx-75\), \(G\approx-11\) and \(C-G\approx-63\) kJ/mol, the last from unrounded values. These are not converged in the basis to the digits shown: cc-pVDZ at the same geometries gives about \(-72\), \(-11\) and \(-61.5\) kJ/mol. The negative \(G\) means that the extra methyl group also stabilizes the alcohol relative to the hydrocarbon, which opposes cleavage. This sign is not established for esters, where the tertiary group crowds the carbonyl: with unrelaxed formate esters in place of the alcohols, \(G\) is about \(+2\) kJ/mol. The much larger stabilization of the cation outweighs it, so on this reference the advantage comes from the ion.

The usual orbital interpretation is hyperconjugation: filled C–H combinations of the added methyl group overlap the empty p orbital of the cationic carbon and donate charge to it. The total energies support the stabilization but do not separate hyperconjugation from polarization.

These numbers have a limited purpose. The geometries are idealized and unrelaxed, and protonation, vibration, solvent, counterion and polymer are absent. Shortening the C–C bonds of the isopropyl cation from 1.46 to 1.44 Å changes its energy by about 0.4 kJ/mol, which probes that one coordinate and not the full relaxation. Rotating the methyl groups matters more: it changes the isopropyl cation by up to 7 kJ/mol and the tert-butyl cation by about 9 kJ/mol, so \(C\) is uncertain by several kJ/mol. The calculation establishes a sign and a dominant source for these model compounds, not a barrier in a film.

## How much cation stability reaches the barrier

The transition state is not a free carbocation. A two-state model shows what fraction of the stabilization it receives. Let \(x\) run from bonded reactant near 0 to ion near 1, with

\[
H=\begin{pmatrix}\lambda x^2&V\\ V&\lambda(1-x)^2+\Delta\end{pmatrix}.
\]

The equal curvatures and constant coupling \(V\) are assumptions. The entries are treated as free energies. Let \(E(x)\) be the lower eigenvalue, with real normalized eigenvector \((c_1,c_2)\), and let \(w=c_2^2\) be its ionic weight. Then

\[
E=(1-w)\lambda x^2+w[\lambda(1-x)^2+\Delta]+2c_1c_2V .
\]

When a parameter changes, the change of the eigenvector contributes \(2E(c_1\,dc_1+c_2\,dc_2)\), which vanishes by normalization. Only the explicit change of \(H\) remains. This is the Hellmann–Feynman theorem, and it gives

\[
\frac{\partial E}{\partial\Delta}=w,
\]
\[
\frac{\partial E}{\partial x}=2\lambda[(1-w)x-w(1-x)]=2\lambda(x-w).
\]

At every stationary point, therefore, \(w=x\). The barrier is \(B=E(x_\ddagger)-E(x_R)\), where \(x_R\) is the reactant minimum and \(x_\ddagger\) the maximum. Both positions move with \(\Delta\), but their motion is multiplied by \(\partial E/\partial x=0\). Hence

\[
\frac{dB}{d\Delta}=w_\ddagger-w_R=x_\ddagger-x_R .
\]

The barrier responds to the carbocation character gained between reactant and transition state. Since the weights lie strictly between zero and one for \(V\ne0\), this fraction is below one. If the ionic state is lowered by \(\sigma\), integration gives

\[
\delta=\int_{\Delta-\sigma}^{\Delta}(x_\ddagger-x_R)\,d\Delta' .
\]

For weak coupling, \(x_\ddagger\) lies near the crossing of the two diagonal curves. Equating them cancels \(\lambda x^2\) and leaves

\[
x_c=\frac12+\frac{\Delta}{2\lambda}.
\]

A more endothermic cleavage has a later transition state and transmits more of a cation stabilization. In the limit of vanishing coupling, the transmitted fraction tends to one as \(\Delta\) approaches \(\lambda\) and to zero as it approaches \(-\lambda\), where the barrier in one direction disappears. With finite coupling that barrier disappears earlier: for \(\lambda=320\) and \(V=10\) kJ/mol, at \(|\Delta|\) of about 247 kJ/mol.

Take round secondary parameters \(\lambda=320\), \(\Delta=40\) and \(V=10\) kJ/mol. The crossing is at \(x_c=0.5625\), with diagonal energy \(320(0.5625)^2=101.25\) kJ/mol. Subtracting \(V\) estimates the barrier as 91.25 kJ/mol; diagonalization gives 91.61. Lowering the ionic state by 8.95 kJ/mol reduces the barrier to 86.61 kJ/mol. The transmitted fraction is 0.566 for the secondary ester and 0.551 for the tertiary one, so their mean gives

\[
8.95\times0.558\simeq5.0\ \text{kJ/mol}.
\]

Thus, in this model, a barrier reduction of 5 kJ/mol needs about 9 kJ/mol of ionic stabilization. This is much less than the 63 kJ/mol found for the isolated model compounds. The two numbers should not be equated: the calculation does not determine how much of the isolated-ion difference survives solvation and ion pairing in a polymer. A real pair may have a barrier difference far from 5 kJ/mol.

## Contribution of the prefactor

Stabilizing the ion also changes the shape of the barrier. Its effect can be estimated for overdamped motion with constant diffusion coefficient \(D\). The mean time \(\tau(x)\) to reach the ion minimum \(x_I\) obeys

\[
D e^{E/RT}\frac{d}{dx}\left(e^{-E/RT}\frac{d\tau}{dx}\right)=-1,
\qquad \tau(x_I)=0,
\]

with no flux at the far left. Two integrations, starting from the reactant minimum, yield

\[
\tau=\frac1D\int_{x_R}^{x_I}dy\,e^{E(y)/RT}
\int_{-\infty}^{y}dz\,e^{-E(z)/RT}.
\]

For a barrier high compared with \(RT\), the outer integral is concentrated at \(x_\ddagger\) and the inner one at \(x_R\). Quadratic expansion and two Gaussian integrals give

\[
\tau\simeq\frac{2\pi RT}{D\sqrt{E''_R|E''_\ddagger|}}\,e^{B/RT}.
\]

The curvature follows from \(E'=2\lambda(x-w)\), so \(E''=2\lambda(1-w')\). For the two-state matrix, with \(g=\lambda(2x-1)-\Delta\),

\[
w=\frac12\left(1+\frac{g}{\sqrt{g^2+4V^2}}\right),\qquad
w'=\frac{4\lambda V^2}{(g^2+4V^2)^{3/2}}.
\]

The first relation gives \(w(1-w)=V^2/(g^2+4V^2)\), and hence \(w'=4\lambda[w(1-w)]^{3/2}/V\). At the two maxima, \(w=x_\ddagger=0.5667\) and \(0.5518\), so \(|1-w'|\) is 14.57 and 14.74. The reactant curvatures are almost equal. The prefactor therefore multiplies the rate ratio by \(\sqrt{14.74/14.57}\simeq1.0058\), giving about 4.83. The full double integral gives 4.84, and its agreement with the simple exponential within 3% was tested. In this model the prefactor contributes less than 1%, against a factor of 4.81 from the barrier.

Real prefactors may differ more. If \(\Delta H\) and \(\Delta S\) denote tertiary-minus-secondary differences in activation enthalpy and entropy, then

\[
\frac{k_t}{k_s}=e^{-\Delta H/RT}e^{\Delta S/R}.
\]

An enthalpy advantage of 5 kJ/mol would be cancelled at 383 K by \(\Delta S=-5000/383\simeq-13\) J/(mol K). The stated acceleration therefore requires a free-energy difference, or an enthalpy difference with matched entropies.

## Weighing the result in a bake

At fixed acid activity, conversion is \(X=1-e^{-kt}\). Solving for time gives \(t=-\ln(1-X)/k\), so times to equal conversion differ by the full rate ratio. Conversions after equal times do not:

\[
\frac{X_t}{X_s}=\frac{1-e^{-k_tt}}{1-e^{-k_st}}.
\]

Expanding at short time gives \(k_t/k_s\); at long time both conversions approach one. In the committed example, \(k_s=0.00998\) and \(k_t=0.0476\) s⁻¹. After 60 s the exponents are 0.599 and 2.86, and the conversions are 45% and 94%, a ratio of 2.1. The half-lives are 69.5 and 14.6 s, a ratio of about 4.8.

With \(\delta\) held at 5 kJ/mol, the ideal rate ratio falls from 5.24 at 363 K to 4.45 at 403 K, because the same barrier difference is smaller relative to \(RT\). At 383 K an error of 1 kJ/mol in \(\delta\) changes the ratio by a factor \(e^{1/3.184}\simeq1.37\), and a tenfold acceleration needs 7.3 kJ/mol. The remaining values are in the numerical output.

The ordering can fail when the esters are not comparable. An aryl or alkoxy group can stabilize a secondary cation, and acyl–oxygen hydrolysis need not form an alkyl cation at all. Unequal protonation, unequal acid loss or strong ion return likewise cannot be described by the cleavage barrier alone. Acid loss common to both esters is different: while both rates are proportional to the acid activity, it slows them by the same factor and leaves their ratio unchanged.

## Computed results

```
temperature: 383 K = 109.85 deg C
RT: 3.1844 kJ/mol
chosen barrier difference: 5.0 kJ/mol
barrier difference / RT: 1.5701
rate ratio tertiary/secondary: 4.807
rate ratio at 363 K: 5.242
rate ratio at 403 K: 4.447
barrier difference for tenfold rate: 7.332 kJ/mol
model lambda, delta, V: 320, 40, 10 kJ/mol
secondary ionic offset delta: 40.000 kJ/mol
secondary x reactant, TS, ion: 0.0008, 0.5667, 0.9987
secondary barrier: 91.611 kJ/mol
secondary transmitted fraction: 0.5659
tertiary ionic offset delta: 31.047 kJ/mol
tertiary x reactant, TS, ion: 0.0008, 0.5518, 0.9988
tertiary barrier: 86.611 kJ/mol
tertiary transmitted fraction: 0.5510
ionic-state stabilization needed: 8.953 kJ/mol
mean transmitted fraction: 0.5584
passage-time ratio secondary/tertiary: 4.840
protonation, deprotonation rates: 10, 100000 1/s
secondary cleavage constant k1: 100 1/s
committed case, secondary k_r, k_e: 1e4, 1e7 1/s
rate ratio, committed cleavage: 4.771
return case, secondary k_r, k_e: 1e7, 1e5 1/s
rate ratio, return dominates: 1.008
effective k secondary: 0.00998 1/s
effective k tertiary: 0.04761 1/s
bake time: 60 s
conversion secondary: 45.0 %
conversion tertiary: 94.3 %
ratio of conversions: 2.092
half-life secondary: 69.5 s
half-life tertiary: 14.6 s
MP2 cation exchange C: -74.6 kJ/mol
MP2 reactant exchange G: -11.4 kJ/mol
MP2 heterolysis change C-G: -63.2 kJ/mol
iPr cation energy shift, C-C 1.46 to 1.44 angstrom: 0.43 kJ/mol
```
